# Curvature-Enhanced Accelerator Coverage on a Growing Copper Surface

## A closing pore

Consider a long cylindrical pore in copper, filled with plating electrolyte. Metal grows on the wall at speed $v$, so the pore radius $R$ shrinks. Accelerator molecules, which speed up the deposition, are adsorbed on the wall. Suppose that they stay on the surface as the metal grows beneath them, and that none arrive from the electrolyte or leave.

Let $\Gamma$ be the number of adsorption sites per unit area, taken as constant, and let $\theta$ be the fraction of sites occupied by accelerator. A unit length of pore has wall area $2\pi R$ and carries the amount

$$N=2\pi R\,\Gamma\theta. \tag{1}$$

Since $N$ is constant, so is $R\theta$. Differentiating this product and using $dR/dt=-v$ gives

$$0=R\frac{d\theta}{dt}+\theta\frac{dR}{dt}=R\frac{d\theta}{dt}-v\theta,
\qquad \frac{d\theta}{dt}=\frac{v}{R}\,\theta. \tag{2}$$

The coverage rises because the same molecules share a smaller area. On a flat wall the area does not change, and neither does the coverage, however fast the metal grows. Outside a growing rod, $dR/dt=+v$ and the coverage falls at the rate $v\theta/R$.

The factor $1/R$ in (2) is a curvature. To carry the result over to a surface of any smooth shape, growing at a speed that may vary from place to place, we need the rate at which a small piece of that surface changes its area.

## Area of a moving surface element

Let $\mathbf n$ be the unit normal pointing from the metal into the electrolyte, and let $v$ be the growth speed along $\mathbf n$. We follow points that move along the normal:

$$\frac{d\mathbf X}{dt}=v\,\mathbf n. \tag{3}$$

Label the points of the surface by two parameters $\alpha,\beta$ that each point keeps as it moves. Subscripts $\alpha,\beta$ denote derivatives. The area of a small element is

$$dA=|\mathbf X_\alpha\times\mathbf X_\beta|\,d\alpha\,d\beta. \tag{4}$$

At the point and instant of interest, choose the labels so that $\mathbf X_\alpha=\mathbf e_1$ and $\mathbf X_\beta=\mathbf e_2$ are orthonormal, with $\mathbf e_1\times\mathbf e_2=\mathbf n$. This costs no generality: a fixed linear change of labels multiplies the factor in (4) by a constant, which drops out of the relative rate of change.

The vector $\mathbf X_\alpha\times\mathbf X_\beta$ points along $\mathbf n$, so the rate of change of its length is the component of its derivative along $\mathbf n$. Its length is now 1. Writing $\mathbf V=v\mathbf n$ for the velocity, we obtain

$$\frac{d\ln dA}{dt}
=\mathbf n\cdot(\mathbf V_\alpha\times\mathbf e_2)
+\mathbf n\cdot(\mathbf e_1\times\mathbf V_\beta). \tag{5}$$

Cyclic permutation of the triple products, with $\mathbf e_2\times\mathbf n=\mathbf e_1$ and $\mathbf n\times\mathbf e_1=\mathbf e_2$, turns this into

$$\frac{d\ln dA}{dt}=\mathbf e_1\cdot\mathbf V_\alpha+\mathbf e_2\cdot\mathbf V_\beta
\equiv\nabla_s\cdot\mathbf V, \tag{6}$$

which defines the surface divergence $\nabla_s\cdot$. Now insert $\mathbf V_\alpha=v_\alpha\mathbf n+v\mathbf n_\alpha$ and the same expression for $\beta$. The terms with $v_\alpha$ and $v_\beta$ vanish, because $\mathbf e_1$ and $\mathbf e_2$ are perpendicular to $\mathbf n$. What remains is

$$\frac{d\ln dA}{dt}
=v(\mathbf e_1\cdot\mathbf n_\alpha+\mathbf e_2\cdot\mathbf n_\beta)
=v\,\nabla_s\cdot\mathbf n. \tag{7}$$

A speed that varies along the surface tilts the element, but to first order in time the tilt does not alter its area. A numerical test on a doubly curved surface with nonuniform speed gave a relative area rate of 0.1231 in model units, both from the displaced surface and from (7).

We define the curvature by

$$\kappa=-\nabla_s\cdot\mathbf n,\qquad \frac{d\ln dA}{dt}=-\kappa v. \tag{8}$$

This $\kappa$ is the sum of the two principal curvatures, not their mean. Its sign follows from simple shapes. On a metal sphere of radius $R$, $\mathbf n=\mathbf X/R$ with the origin at the centre, so each term in the bracket of (7) is $1/R$ and $\kappa=-2/R$. For a spherical cavity the normal is reversed and $\kappa=+2/R$. A cylinder is curved in one direction, so a rod has $\kappa=-1/R$ and a pore $\kappa=+1/R$. Concave metal therefore has positive $\kappa$. On a saddle the two contributions have opposite signs, and their sum decides.

## The coverage equation

An element carries the amount $\Gamma\theta\,dA$. Let $J$ be the net supply per site and per unit time, adsorption minus every kind of loss. We assume that accelerator neither diffuses nor drifts along the surface, so that none crosses the edge of the element. Conservation then reads

$$\frac{d}{dt}(\Gamma\theta\,dA)=\Gamma J\,dA. \tag{9}$$

Dividing by the constant $\Gamma$ and by $dA$, and applying the product rule, gives

$$\frac{d\theta}{dt}+\theta\,\frac{d\ln dA}{dt}=J. \tag{10}$$

With the area rate (8) this becomes the curvature-enhanced accelerator coverage equation:

$$\boxed{\frac{d\theta}{dt}=\kappa v\theta+J} \tag{11}$$

The derivative is taken along the normal path (3). The first term on the right creates no accelerator; it accounts for the area over which the existing accelerator is spread.

For $J=0$, $v>0$ and $\theta>0$, the coverage rises where the metal is concave and falls where it is convex. With supply or loss, the condition for rising coverage is

$$\kappa v\theta+J>0. \tag{12}$$

Concavity alone does not guarantee this. If accelerator is lost at the first-order rate $J=-k\theta$, condition (12) becomes $\kappa v>k$: the area must shrink faster, in relative terms, than the accelerator disappears. The derivation did not use the sign of $v$. If the metal dissolves and the accelerator stays on its surface, $v<0$ and concave regions are diluted instead.

## The same law at fixed horizontal position

A profile is often described by its height $y=h(x,t)$, uniform in the third direction, with metal below. An observer at fixed $x$ does not follow a normal path, so (11) needs an additional term. With

$$s=\sqrt{1+h_x^2},\qquad \mathbf n=\frac{(-h_x,\,1)}{s}, \tag{13}$$

a surface point moves with $dx/dt=-vh_x/s$ and $dy/dt=v/s$. Because it stays on the profile, $dy/dt=h_t+h_x\,dx/dt$, and hence

$$h_t=\frac{v}{s}+\frac{vh_x^2}{s}=vs. \tag{14}$$

For the curvature, extend $\mathbf n$ off the surface so that it does not depend on $y$. The ordinary divergence then equals the surface divergence, since the extra contribution, $\mathbf n$ dotted with the change of $\mathbf n$ along itself, vanishes for a unit vector. Using $s_x=h_xh_{xx}/s$,

$$\kappa=\partial_x\!\left(\frac{h_x}{s}\right)
=\frac{h_{xx}}{s}-\frac{h_x^2h_{xx}}{s^3}
=\frac{h_{xx}}{s^3}. \tag{15}$$

This is positive in a valley, as it should be. Along the path, $d\theta/dt=\theta_t-(vh_x/s)\theta_x$, so (11) becomes

$$\theta_t=\frac{vh_x}{s}\,\theta_x+\kappa v\theta+J. \tag{16}$$

The conserved quantity per unit of $x$ is $s\theta$, because $s\,dx$ is the arc length. From (14),

$$s_t=\frac{h_xh_{xt}}{s}=\frac{h_x(vs)_x}{s}
=h_xv_x+\frac{vh_x^2h_{xx}}{s^2}. \tag{17}$$

Combining (15), (16) and (17),

$$\begin{aligned}
(s\theta)_t&=s_t\theta+s\theta_t\\
&=h_xv_x\theta+vh_x\theta_x
+v\theta h_{xx}\frac{h_x^2+1}{s^2}+sJ\\
&=(vh_x\theta)_x+sJ. 
\end{aligned}\tag{18}$$

The last line uses $1+h_x^2=s^2$ and collects the three derivatives of a product. Equation (18) has the form of a conservation law with horizontal flux $-vh_x\theta$, directed downhill. No molecule slides along the surface; the flux arises because normals on the slopes of a valley lean towards its middle. Integrated over one period of a periodic profile, the flux term vanishes, and the total amount changes through $J$ alone. Symbolic algebra confirmed the equivalence of (16) and (18).

## Pores and cavities without supply or loss

Let a cylindrical pore ($m=1$) or a spherical cavity ($m=2$) close uniformly, with $J=0$. Then $\kappa=m/R$ and $dR/dt=-v$. Dividing (11) by the latter removes the time:

$$\frac{d\theta}{dR}=-\frac{m\theta}{R},\qquad
\theta R^m=\theta_0R_0^m. \tag{19}$$

The speed has cancelled, so the coverage at a given radius does not depend on how $v$ varied on the way. Full coverage is reached at

$$R_{\rm f}=\theta_0^{1/m}R_0. \tag{20}$$

The sphere saturates at the larger radius because its area shrinks in two directions.

The time taken does depend on the speed. As a simple model of acceleration, let the speed increase linearly with coverage:

$$v=v_0+b\theta,\qquad b>0. \tag{21}$$

For the pore, $\theta=\theta_0R_0/R$. With $a=b\theta_0R_0$,

$$\frac{dR}{dt}=-\left(v_0+\frac{a}{R}\right)=-\frac{v_0R+a}{R}. \tag{22}$$

To integrate, separate the variables and use the identity

$$\frac{R}{v_0R+a}=\frac1{v_0}-\frac{a}{v_0}\,\frac1{v_0R+a}. \tag{23}$$

Integrating over radius from $R$ to $R_0$ gives

$$t=\frac{R_0-R}{v_0}-\frac{a}{v_0^2}
\ln\frac{v_0R_0+a}{v_0R+a}. \tag{24}$$

This holds for $R\ge R_{\rm f}$. Two limits show what it contains. Without acceleration, $a=0$ and the wall advances steadily, $t=(R_0-R)/v_0$. If growth without accelerator is negligible, $v_0\to0$ in (22) gives $R\,dR=-a\,dt$, and therefore $t=(R_0^2-R^2)/(2a)$; the wall then speeds up as $1/R$.

Outside a rod the sign of $dR/dt$ is reversed, while $\theta R$ is still constant. The same integration, now from $R_0$ up to $R$, gives

$$t=\frac{R-R_0}{v_0}-\frac{a}{v_0^2}
\ln\frac{v_0R+a}{v_0R_0+a}. \tag{25}$$

### Numbers for a pore

Take the round model parameters $R_0=100$ nm, $\theta_0=0.10$, $v_0=1.0$ nm/s and $b=9.0$ nm/s. The initial speed is $1.0+9.0\times0.10=1.9$ nm/s, and the initial relative rate of coverage increase is $\kappa v=1.9/100=0.019\ \mathrm{s^{-1}}$.

By (20) the pore saturates at $R_{\rm f}=0.10\times100=10$ nm. A spherical cavity with the same starting values would saturate at $\sqrt{0.10}\times100=31.6$ nm. For the pore, $a=9.0\times0.10\times100=90\ \mathrm{nm^2/s}$, and (24) gives the saturation time

$$t_{\rm f}=\frac{100-10}{1.0}\,\mathrm s
-\frac{90}{1.0^2}\ln\frac{100+90}{10+90}\,\mathrm s
=90.0\,\mathrm s-57.8\,\mathrm s=32.2\,\mathrm s. \tag{26}$$

Direct integration of (11) together with the motion of the wall gave the same time and the same saturation radii.

During these 32.2 s the pore wall advances 90 nm. A flat surface with the same initial coverage advances $1.9\times32.2\approx61$ nm. The rod surface advances 55 nm, to a radius of 155 nm, and its coverage falls to $0.10\times100/155=0.064$. The gain on the concave side is larger than the loss on the convex side. In the pore the speed climbs from 1.9 to 10 nm/s, whereas on the rod it drops only to $1.0+9.0\times0.064\approx1.6$ nm/s and could never drop below $v_0$.

## What happens at full coverage

At $\theta=1$ there are no free sites, yet the area of the pore wall continues to shrink. Equation (11) with $J=0$ would carry the coverage above 1, which has no meaning here. Some accelerator must be expelled into the electrolyte or buried in the metal. If just enough leaves to keep $\theta=1$, then (11) requires

$$J=-\kappa v. \tag{27}$$

The speed then stays at $v_0+b=10$ nm/s, and the last 10 nm take 1.0 s. Under this assumption the pore closes after 33.2 s. At the fixed initial coverage it would take $100/1.9=52.6$ s. This comparison isolates the effect of concentration in the model; it leaves out the depletion of copper ions in a narrowing pore, which would slow the growth, and more so far from the mouth. For a blind pore of depth $L$, steady diffusion gives a relative drop in concentration of about $vL^2/(\Omega cD_{\rm Cu}R)$, with $\Omega$ the molar volume of copper. Taking $c\approx0.24$ mol/L and $D_{\rm Cu}\approx5\times10^{-10}\ \mathrm{m^2/s}$ as typical values, a drop of 10% is reached at $L\approx2\ \mu$m at the start and at $L\approx0.3\ \mu$m when $R=10$ nm. Uniform closing therefore describes only a shallow pore.

A sharp concave corner reaches the limit at once. Let two flat walls meet at a right angle and each advance at speed $v$. After time $t$, each has lost a strip of width $vt$ at the corner, so per unit depth the amount $2\Gamma\theta_0vt$ has gathered on a line of zero width. Normal paths have met there, $\kappa$ is undefined, and (11) no longer applies. The balance of amounts still holds, but one must specify how the accelerator spreads from the corner or leaves it. The same difficulty arises on an initially smooth concave surface once its normal paths cross.

## Loss can reverse the trend

Now let accelerator be lost from the pore at the rate $J=-k\theta$. Equation (11) becomes

$$\frac{d\theta}{dt}=\left(\frac vR-k\right)\theta. \tag{28}$$

With the previous parameters and $k=0.030\ \mathrm{s^{-1}}$, the initial value $v/R=0.019\ \mathrm{s^{-1}}$ is smaller than $k$. The coverage therefore begins to fall although the surface is concave. With these values the geometric term $v/R$ gains steadily as $R$ decreases; for a much larger $k$ it can first fall, because the speed drops with the coverage. The coverage is stationary when $v/R=k$. At such a moment $d\theta/dt=0$, hence $dv/dt=0$ by (21), and

$$\frac{d}{dt}\left(\frac vR\right)=\frac{1}{R}\frac{dv}{dt}
-\frac{v}{R^2}\frac{dR}{dt}=\frac{v^2}{R^2}>0. \tag{29}$$

The bracket in (28) thus passes from negative to positive, and the stationary point is a minimum. Numerical integration places it at 22.4 s, with $R=59.2$ nm and $\theta=0.086$. These values satisfy the condition: $(1.0+9.0\times0.0862)/59.2=0.030\ \mathrm{s^{-1}}$. At 35 s the coverage has recovered to 0.096, still below its initial value of 0.10.

## A wavy surface

A surface with both valleys and crests shows how the coverage acts back on the shape. Start from $h=A\cos qx$ with small amplitude $A$, uniform coverage $\theta_0$ and $J=0$. To first order in the waviness, write

$$h=\bar h(t)+\epsilon(t)\cos qx,\qquad
\theta=\theta_0+\eta(t)\cos qx. \tag{30}$$

Here $s=1$ up to second-order terms, so (14) and (21) give $\dot\epsilon=b\eta$. In (16) the term with $h_x\theta_x$ is of second order, and $\kappa=h_{xx}=-q^2\epsilon\cos qx$. With $\bar v=v_0+b\theta_0$,

$$\dot\eta=-\bar v\theta_0q^2\epsilon,\qquad
\ddot\epsilon=b\dot\eta=-b\bar v\theta_0q^2\epsilon. \tag{31}$$

Since $\epsilon=A$ and $\dot\epsilon=b\eta=0$ at the start,

$$\epsilon=A\cos\omega t,\qquad \omega=q\sqrt{b\bar v\theta_0}. \tag{32}$$

The surface first becomes flat at $\omega t=\pi/2$. At that moment the former valleys still carry more accelerator than the crests, because $\eta=\dot\epsilon/b=-A\omega/b$ is negative. They continue to grow faster and turn into bumps. In this leading-order model nothing damps the exchange between shape and coverage; it contains neither surface diffusion nor loss. The approximation needs small slopes, $Aq\ll1$, and also a small change of coverage, $A\omega/b\ll\theta_0$. For the 10 nm amplitude and 200 nm period used below, $A\omega/b\approx0.046$ is almost half of $\theta_0$, so (32) is only a rough guide there, and an undamped sinusoidal oscillation should not be expected to persist.

A numerical calculation without the small-amplitude approximation used a period of 200 nm, an amplitude of 10 nm and the values of $v_0$, $b$ and $\theta_0$ given above. It included weak adsorption, $J=k_{\rm a}(1-\theta)$ with $k_{\rm a}=0.0010\ \mathrm{s^{-1}}$. On a flat surface this supply alone gives, after 20 s,

$$\theta=1-(1-0.10)e^{-0.0010\times20}=0.118. \tag{33}$$

The valley had reached 0.169 and the crest 0.091. The crest lost coverage in spite of adsorption, because its area was stretching.

The coverage was found in two ways: from the amount on each segment divided by the segment's current length, and from the local equation (11). The largest difference between the two coverages was about $2\times10^{-12}$, which tests the curvature term on a moving, nonuniformly growing surface.

The height difference $D$ between crest and valley fell from 20.0 to 12.8 nm. At both places the slope is zero by symmetry, so each rises vertically at its own speed, and

$$\frac{dD}{dt}=v_{\rm crest}-v_{\rm valley}
=b(\theta_{\rm crest}-\theta_{\rm valley}). \tag{34}$$

The valley catches up because its coverage is higher. In a control calculation with a uniform speed of 1.9 nm/s, the height difference stayed at 20.0 nm over the same 20 s. This lasts only while the valley is smooth: its initial radius of curvature is $1/(Aq^2)\approx101$ nm, so at uniform speed the normal paths meet there after about 53 s. A corner then forms, (34) no longer applies, and the valley begins to catch up for purely geometric reasons. While the surface is smooth, curvature redistributes the accelerator, and the dependence of speed on coverage turns that redistribution into faster filling of the valley. The remaining digits of these results are in the numerical output.

## Table of computed values

```
Area test, rate from moved surface: 0.123137 (model units)
Area test, v times div n: 0.123137 (model units)
PORE AND CYLINDER, NO SUPPLY OR LOSS
Base speed v0: 1.0 nm/s
Speed gain b: 9.0 nm/s
Initial coverage: 0.10
Initial radius: 100.0 nm
Initial speed: 1.90 nm/s
Initial kappa*v in pore: 0.0190 1/s
Constant a = b*theta0*R0: 90.0 nm^2/s
Pore radius at full coverage: 10.00 nm
Sphere radius at full coverage: 31.62 nm
Linear term of saturation time: 90.000 s
Logarithmic term of saturation time: 57.767 s
Pore saturation time, formula: 32.233 s
Pore saturation time, integration: 32.233 s
Pore wall advance by then: 90.00 nm
Flat advance by then: 61.24 nm
Convex cylinder advance by then: 55.18 nm
Convex cylinder radius by then: 155.18 nm
Convex cylinder coverage by then: 0.0644
Speed at full coverage: 10.0 nm/s
Last stage, excess expelled: 1.000 s
Total closure time: 33.233 s
Closure time at fixed initial coverage: 52.632 s
PORE WITH FIRST-ORDER LOSS
Loss rate k: 0.030 1/s
Time of minimum coverage: 22.42 s
Radius at minimum coverage: 59.20 nm
Minimum coverage: 0.0862
kappa*v at minimum: 0.03000 1/s
Coverage at 35 s: 0.0958
WAVY SURFACE WITH ADSORPTION
Period: 200.0 nm; amplitude: 10.0 nm
Adsorption rate: 0.0010 1/s; time: 20.0 s
Valley coverage: 0.1689
Flat-surface coverage: 0.1178
Crest coverage: 0.0910
Largest coverage difference of two methods: 1.8e-12
Crest-valley height difference, start: 20.00 nm
Height difference, end, with feedback: 12.79 nm
Height difference, end, uniform speed: 20.00 nm
```
